# Finding the Fermi Level in a Gap with Methfessel-Paxton and Cold Smearing, part 1

(Sections cited here and not found follow in the second part.)

An insulator computed with Methfessel-Paxton or cold smearing can end up with its Fermi level pinned near a band edge, although the electron count is met to machine precision. In the chain worked out below, with a 1 eV gap and a width of 0.15 eV, plain bisection on the first-order Methfessel-Paxton count returned $0.593$ eV or $1.407$ eV depending on the starting bracket, while midgap is at $1.000$ eV. Occupations were then wrong by up to $0.07$, and the Fermi level moved with an atomic displacement at about $\pm 99$ eV/nm instead of $0.08$ eV/nm. The dos Santos-Marzari protocol, Gaussian bisection followed by Newton minimization, avoids this in the chain. What it finds differs between the two kernels.

## Conventions and kernels

The levels $\varepsilon_i$ are fixed, as in one diagonalization of a mean-field Hamiltonian. Their weights $w_i>0$ include the spin factor. With width $\sigma$ and $x_i=(\mu-\varepsilon_i)/\sigma$,
$$N(\mu)=\sum_i w_i f(x_i),\qquad R(\mu)=N(\mu)-N_e,\qquad f(x)=\int_{-\infty}^x\delta(t)\,dt .$$
A prime on $R$ means $d/d\mu$, so $R'=\sum w\,\delta/\sigma$ and $R''=\sum w\,\delta'/\sigma^2$. Energies are in eV. The kernels are
$$\delta_{G}=\frac{e^{-x^2}}{\sqrt\pi},\qquad \delta_{MP}=\Big(\frac32-x^2\Big)\frac{e^{-x^2}}{\sqrt\pi},\qquad \delta_{C}=(1-\sqrt2\,y)\frac{e^{-y^2}}{\sqrt\pi},\quad y=x-\frac1{\sqrt2}.$$
Since $\frac{d}{dx}\frac12\mathrm{erfc}(-x)=e^{-x^2}/\sqrt\pi$, $\frac{d}{dx}(xe^{-x^2})=(1-2x^2)e^{-x^2}$ and $\frac{d}{dy}e^{-y^2}=-2ye^{-y^2}$, the occupations are $f_G=\frac12\mathrm{erfc}(-x)$ and
$$f_{MP}=\tfrac12\mathrm{erfc}(-x)+\frac{xe^{-x^2}}{2\sqrt\pi},\qquad f_C=\tfrac12\mathrm{erfc}(-y)+\frac{e^{-y^2}}{\sqrt{2\pi}} .$$
The product rule gives $\delta_{MP}'=[-2x-2x(\frac32-x^2)]e^{-x^2}/\sqrt\pi=x(2x^2-5)e^{-x^2}/\sqrt\pi$ and $\delta_C'=[-\sqrt2-2y(1-\sqrt2y)]e^{-y^2}/\sqrt\pi=(2\sqrt2y^2-2y-\sqrt2)e^{-y^2}/\sqrt\pi$.

Negative parts of the kernel are the price of its purpose. For a smooth density of states $D$, $N'(\mu)=\int D(\mu-\sigma x)\delta(x)dx=D-\sigma m_1D'+\frac12\sigma^2m_2D''+\dots$ with moments $m_n=\int x^n\delta\,dx$. Under the weight $e^{-y^2}/\sqrt\pi$ one has $\langle y^2\rangle=\frac12$, $\langle y^4\rangle=\frac34$, and odd averages vanish. For MP, $m_2=\frac32\cdot\frac12-\frac34=0$. For cold, $x^2=y^2+\sqrt2y+\frac12$, so $m_2=\frac12+\frac12-2\cdot\frac12=0$. A normalized kernel with $\int x^2\delta\,dx=0$ must be negative somewhere, so $f$ cannot be monotonic.

At integer filling $N_e=W_v$, the total valence weight; $W_c$ is the conduction weight. The edges are $\varepsilon_v,\varepsilon_c$ with weights $w_v,w_c$, and $G=(\varepsilon_c-\varepsilon_v)/\sigma$. With $g=f-1$,
$$R=\sum_{v}w\,g(x)+\sum_c w\,f(x).$$
Evaluating $g$ through $\frac12\mathrm{erfc}(-x)-1=-\frac12\mathrm{erfc}(x)$ keeps the relative precision of the tails, which the difference $N-N_e$ loses to rounding. For every kernel $R(-\infty)=-W_v<0$ and $R(+\infty)=W_c>0$. For the Gaussian $R'>0$, so its root is unique.

## Methfessel-Paxton: at least three roots

$\delta_{MP}$ is even, so $f(-x)=1-f(x)=-g(x)$. It is negative for $|x|>\sqrt{3/2}$. Hence $g$ rises from $g(0)=-\frac12$, crosses zero at $x_1=0.8419$, peaks at $x=\sqrt{3/2}$ with $g_{\max}=0.0355$, and falls to zero from above.

Take $G\ge\sqrt6$ and $\mu_a=\varepsilon_v+\sqrt{3/2}\,\sigma$. All valence levels have $x\ge\sqrt{3/2}$, so their terms are positive and sum to at least $w_vg_{\max}$. A conduction level has $x=-z$ with $z\ge G-\sqrt{3/2}\ge\sqrt{3/2}$, where $g$ decreases, so its $f=-g(z)\ge-g(G-\sqrt{3/2})$. Therefore $R(\mu_a)>0$ if
$$w_v\,g_{\max}>W_c\,g\big(G-\sqrt{3/2}\big).$$
The same argument with bands exchanged gives $R(\mu_b)<0$ at $\mu_b=\varepsilon_c-\sqrt{3/2}\,\sigma$ if $w_cg_{\max}>W_v\,g(G-\sqrt{3/2})$. The signs at $-\infty,\mu_a,\mu_b,+\infty$ are then $-,+,-,+$, which forces at least three roots. Between $\mu_a$ and $\mu_b$ every level has $|x|>\sqrt{3/2}$, so $R'<0$ and that window holds exactly one root, a downward crossing.

This is the physical root: near midgap all $|x|$ are about $G/2$ or larger, and occupations differ from 1 and 0 by Gaussian tails. Lying inside the gap is not the criterion. The outer roots can lie there too, less than $\sqrt{3/2}\,\sigma$ from an edge, where, if several levels lie near the valence edge, holes in the top level are paid for by the overshoot of deeper ones; the conduction edge is the mirror image. For a single isolated edge level and a large gap the outer root lies at $x_1$, where that level is full up to exponentially small terms.

The two inequalities are sufficient, not necessary. For two levels of equal weight $w$, with $s=(\mu-\mu_{\rm mid})/\sigma$ measured from midgap, $R=w[g(G/2+s)-g(G/2-s)]$ is odd in $s$ with slope $2w\,\delta_{MP}(G/2)$ at $s=0$. That slope turns negative at $G=\sqrt6=2.4495$. The numerical check finds one root at $G=2.4$ and three at $G=2.5$.

## Why bisection misses it

Bisection keeps $R(\mu_{lo})<0<R(\mu_{hi})$ while the interval shrinks to a point $\mu^*$. By continuity $R(\mu^*)=0$, and points with $R<0$ lie arbitrarily close to $\mu^*$ on its left. Just left of the downward crossing $R>0$, so that root cannot be the limit. Bisection ends there only if a midpoint passes the stopping test $|R|\le\epsilon$.

That test defines a plateau. Dropping power-law prefactors, a tail falls below $\epsilon$ when $we^{-x^2}<\epsilon$, so the plateau width is roughly $\varepsilon_c-\varepsilon_v-2\sigma\sqrt{\ln(w/\epsilon)}$. Where this is positive, the outcome depends on whether a midpoint lands on the plateau, and so on the bracket.

## Cold smearing: a minimum, not a root

Both terms of $f_C$ are positive, so $f_C>0$. $\delta_C$ changes sign once, at $y=1/\sqrt2$ or $x=\sqrt2$. So $g$ rises from $-1$, crosses zero once at $x_0=0.9211$, peaks at $0.0833$ and decays to zero from above. For $\mu>\varepsilon_v+x_0\sigma$ every term of $R$ is positive, and there is no root. All roots at integer filling lie below $\varepsilon_v+x_0\sigma$.

Above that point $R$ is the sum of the occupation errors times their weights, so well inside the gap the minimum of $R$ is the state with the smallest weighted sum of occupation errors. The quadratic $2\sqrt2y^2-2y-\sqrt2$ vanishes at $y=(2\pm\sqrt{20})/(4\sqrt2)=(1\pm\sqrt5)/(2\sqrt2)$, that is at $x=0.2701$ and $1.8512$, and $\delta_C'>0$ outside that interval. For $\varepsilon_v+1.8512\sigma<\mu<\varepsilon_c+0.2701\sigma$ all valence levels have $x>1.8512$ and all conduction levels $x<0.2701$, so $R''>0$. With $R>0$ there, $F=\frac12R^2$ has $F''=R'^2+RR''>0$. The window holds at most one minimum of $F$, the point $R'=0$. A root finder applied to $R$ cannot locate it, which is why the protocol minimizes.

## Where the solutions lie for large $G$

Keep the two edge levels and let $L=\ln(w_v/w_c)$ be fixed as $G$ grows. Writing $e^{-t^2}=-\frac1{2t}\frac{d}{dt}e^{-t^2}$ and integrating by parts repeatedly gives
$$\mathrm{erfc}(z)=\frac{e^{-z^2}}{z\sqrt\pi}\Big(1-\frac1{2z^2}+O(z^{-4})\Big).$$
Let $a=G/2+s$ and $b=G/2-s$, so $a^2-b^2=2Gs$.

**Gaussian.** $R=0$ reads $w_v\,\mathrm{erfc}(a)=w_c\,\mathrm{erfc}(b)$. The logarithm gives $2Gs=L+h(a)-h(b)$ with $h(z)=-\ln z+O(z^{-2})$. For small $s$, $h(a)-h(b)=2s\,h'(G/2)+O(s^3G^{-3})$ with $h'(G/2)=-2/G+O(G^{-3})$. Thus $s\,[2G+4/G+O(G^{-3})]=L$, and
$$s_G=\frac{L}{2G}\Big(1-\frac2{G^2}\Big)+O(G^{-5}).$$

**MP.** Here $g(z)=\frac{e^{-z^2}}{2\sqrt\pi}\,[z-1/z+\dots]$, and $R=0$ reads $w_vg(a)=w_cg(b)$. Now $h=+\ln z+O(z^{-2})$, the sign of $h'$ flips, and
$$s_{MP}=\frac{L}{2G}\Big(1+\frac2{G^2}\Big)+O(G^{-5}).$$
The two roots differ by $2L/G^3$ in units of $\sigma$.

**Cold.** The valence level has $y=p=G/2+\tau$ and the conduction level $y=-q$, $q=G/2-\tau$, with $\tau=s-1/\sqrt2$. $R'=0$ reads $w_ve^{-p^2}(\sqrt2p-1)=w_ce^{-q^2}(\sqrt2q+1)$. Taking logarithms,
$$2G\tau=L+\ln\frac pq+\ln\Big(1-\frac1{\sqrt2p}\Big)-\ln\Big(1+\frac1{\sqrt2q}\Big).$$
Since $\tau=O(1/G)$, $\ln(p/q)=4\tau/G+\dots=O(G^{-2})$. The last two terms give $-\sqrt2/G$ each, up to $O(G^{-2})$. Dividing by $2G$,
$$s_C=\frac1{\sqrt2}+\frac L{2G}-\frac{\sqrt2}{G^2}+O(G^{-3}).$$
For the residual, the expansion of erfc gives $g=\frac{e^{-p^2}}{\sqrt{2\pi}}(1-\frac1{\sqrt2p}+\dots)$ and $f=\frac{e^{-q^2}}{\sqrt{2\pi}}(1+\frac1{\sqrt2q}+\dots)$. The exponents are $p^2,q^2=G^2/4\pm G\tau+\tau^2$ with $G\tau=L/2-\sqrt2/G+O(G^{-2})$. Then $w_ve^{-G\tau}=\sqrt{w_vw_c}\,(1+\sqrt2/G)$ and $w_ce^{G\tau}=\sqrt{w_vw_c}\,(1-\sqrt2/G)$ up to $O(G^{-2})$. These factors cancel the brackets $1\mp\sqrt2/G$ at first order, the two terms become equal, and
$$R_{\min}=\sqrt{2w_vw_c/\pi}\;e^{-G^2/4}\,\big(1+O(G^{-2})\big).$$

For weights $3:1$ and $G=12$ the computed positions are $0.045165$, $0.046457$, $0.743528$ against the formulas $0.045140$, $0.046411$, $0.743061$, and $R_{\min}$ is $0.9926$ of its asymptote; at $G=24$ the ratio is $0.9980$. The windows are $|s|<G/2-\sqrt{3/2}$ and $1.8512-G/2<s<G/2+0.2701$. Since $s_G\to0$, the Gaussian root lies in both for large $G$. That is its role: a unique starting point away from the edge roots.

## The algorithm

In the form used here:

1. Bisect the Gaussian $R$ to get $\mu_0$.
2. If $|R(\mu_0)|\le\epsilon$ for the target kernel, accept $\mu_0$.
3. Otherwise iterate $\mu\leftarrow\mu-F'/|F''|=\mu-RR'/|R'^2+RR''|$ until $|R|\le\epsilon$ or the step is negligible. A cap $|\Delta\mu|\le\sigma$, added here as a safeguard, prevents a long jump where $F''$ passes through zero.
4. Accept if $|R|<10^{-2}$; otherwise bisect the target kernel.

The absolute value makes every step point downhill in $F$. The minima of $F$ are roots of either slope, where $F''=R'^2$, and points with $R'=0$ and $RR''>0$. The MP downward crossing is of the first type and the cold minimum of the second. Both have $F''>0$, so Newton's method on $F'=0$ converges quadratically once close. Convergence from the Gaussian start is not proved here; in each case computed the protocol as a whole ended at the solution stated.

The cost follows from the tail. Left of the cold minimum $R\approx c\,e^{-p^2}$ with slowly varying $c$, so $\sigma R'\approx-2pR$ and $\sigma^2R''\approx4p^2R$, and the step is $\sigma\cdot2p/(4p^2+4p^2)=\sigma/(4p)$. Moving $p$ from $G/2-1/\sqrt2$ to $G/2$ takes $\int4p\,dp=2[G^2/4-(G/2-1/\sqrt2)^2]=\sqrt2G-1$ steps. Full convergence took 20 steps at $G=12$ and 37 at $G=24$; the increase of 17 agrees with $12\sqrt2=17.0$, while the additive constant is beyond this estimate. For MP the distance is $2L/G^3$, far below one tail step.

Stopping at $|R|\le\epsilon$ leaves $\mu$ undetermined within the plateau. For cold smearing above $\varepsilon_v+x_0\sigma$ all terms are positive, so each occupation error is at most $\epsilon/w_i$. For MP the terms have both signs and no such bound follows: in the chain below, the physical root has $R=0$ and occupation errors up to $1.3\times10^{-5}$.

## Forces and response

Let the levels depend on a displacement $u$, with a dot for $d/du$. Define $\Phi'=f$, $\Phi(-\infty)=0$, and the free energy $A=-\sigma\sum w\,\Phi(x)+\mu N_e$. With $\dot x_i=(\dot\mu-\dot\varepsilon_i)/\sigma$,
$$\dot A=-\sum wf(\dot\mu-\dot\varepsilon)+\dot\mu N_e=\sum wf\dot\varepsilon-R\,\dot\mu .$$
At a root the Hellmann-Feynman force $-\sum wf\dot\varepsilon$ equals $-\dot A$. At the cold minimum the two differ by $R\dot\mu$, of order $e^{-G^2/4}$. The smeared energy $E-TS=\sum w\,[\varepsilon f+\sigma\int_{-\infty}^x t\,\delta(t)\,dt]$ equals $A+\mu R$, so it coincides with $A$ at a root but not at the cold minimum. There its derivative differs from $\sum wf\dot\varepsilon$ by $\mu\,dR/du$, which depends on the zero of energy and is $-2.6\times10^{-3}$ eV/nm in the chain below. A finite-difference test of forces should therefore use $A$.

The shift $\dot\mu$ enters linear response through $\dot f_i=\delta(x_i)(\dot\mu-\dot\varepsilon_i)/\sigma$. It follows from differentiating the condition that defines $\mu$. At a root, $\frac{d}{du}R=\sum w\delta(\dot\mu-\dot\varepsilon)/\sigma=0$. At the cold minimum the condition is $R'=0$, so $\delta'$ replaces $\delta$:
$$\dot\mu_{\rm root}=\frac{\sum w\,\delta\,\dot\varepsilon}{\sum w\,\delta},\qquad \dot\mu_{\min}=\frac{\sum w\,\delta'\,\dot\varepsilon}{\sum w\,\delta'} .$$
The first formula fails at the cold minimum, because its denominator is $\sigma R'=0$. The second denominator is positive in the convex window. At the MP physical root the first formula holds, with a negative denominator.

In a sufficiently wide gap at integer filling, the physical solution is a downward crossing of $R$ for Methfessel-Paxton and a positive minimum of $R$ for cold smearing, and each has its own formula for $\dot\mu$. What remains is to test the protocol and these formulas on a dimerized chain, examine doping and large $\sigma$, and draw practical advice.
